\section*{Holstein's escape factor for a Doppler line in a long cylinder}

\section*{Problem}

In a gas discharge that strongly absorbs its own resonance line, a photon of that line is typically absorbed and re-emitted many times before it leaves. This slows the loss of excited atoms and enters both the particle balance and the power balance of the plasma. Consider an infinitely long cylinder of radius $R$, filled uniformly with absorbing atoms, under these assumptions:
\begin{itemize}
\item The absorption coefficient has a Doppler profile, $k(x)=k_0e^{-x^2}$. Here $x$ is the detuning in Doppler widths and $k_0$ is the value at line centre.
\item Each re-emission is isotropic and has the full profile $\phi(x)=e^{-x^2}/\sqrt\pi$, whatever the detuning of the absorbed photon (complete frequency redistribution).
\item Photon flight times are negligible, few atoms are excited, and the wall reflects nothing.
\end{itemize}
The slowest mode of the excited density decays as $e^{-gAt}$, where $A$ is the spontaneous emission rate. For $K=k_0R\gg1$, Holstein's formula for the escape factor is
\begin{equation}
 g=\frac{1.60}{K\sqrt{\pi\ln K}} ,
 \label{eq:holstein}
\end{equation}
with the natural logarithm.
\begin{enumerate}
\item[(a)] Derive the dependence on $K$, and show that a parabolic density gives the coefficient 1.60.
\item[(b)] Evaluate $g$ at $K=1000$ and judge the accuracy of the result.
\item[(c)] A model atom has photon energy $E=10$ eV, $A=5\times10^6$ s$^{-1}$, statistical weights $g_2/g_1=3$ and mass 40 u. The gas is at 400 K in a tube of radius 10 cm. Find the pressure at which $K=1000$ and the trapped lifetime. Find also the excited density when 10 $\mu$W/cm$^3$ is spent on exciting the line.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Write the balance of emission and reabsorption as an eigenvalue problem. Its kernel depends on distance alone, so a Fourier transform turns it into a multiplication.
\item The kernel is symmetric, so the lowest eigenvalue is the minimum of a quadratic form. A trial density gives an upper bound.
\item For large $K$, use the absorption coefficient as integration variable in place of $x$. The logarithm then varies slowly.
\item For (c), the frequency integral of the cross-section fixes its peak value.
\end{enumerate}

\section*{Solution}

\subsection*{(a) From the balance to the coefficient}

A photon of detuning $x$ travels a distance $\rho$ with probability $e^{-k\rho}$ and is then absorbed with probability $k$ per unit length. Isotropic emission spreads it over an area $4\pi\rho^2$. The probability density for reabsorption at distance $\rho$ is therefore
\begin{equation}
 G(\rho)=\int_{-\infty}^{\infty}\phi\,k\,\frac{e^{-k\rho}}{4\pi\rho^2}\,dx ,
\end{equation}
and the excited density obeys $\partial_t n=-An+A\int G\,n\,dV'$. Inserting $n\propto e^{-gAt}$ and dividing by $-A$ gives
\begin{equation}
 g\,n=n-\int G\,n\,dV' .
 \label{eq:mode}
\end{equation}

From here on lengths are in units of $R$, and $\kappa=kR=Ke^{-x^2}$. Set $n=0$ outside the cylinder. The transform of $G$ at wavenumber $q$ follows from the angular average $\sin(q\rho)/(q\rho)$ of a plane wave:
\begin{equation}
 \hat G(q)=\int\phi\,\kappa\int_0^\infty e^{-\kappa\rho}\,
 \frac{\sin q\rho}{q\rho}\,d\rho\,dx
 =\int\phi\,\frac{\kappa}{q}\arctan\frac q\kappa\,dx .
\end{equation}
The inner integral was done by noting that $\int_0^\infty e^{-\kappa\rho}\rho^{-1}\sin q\rho\,d\rho$ vanishes at $q=0$ and has the $q$-derivative $\kappa/(\kappa^2+q^2)$. Since $\int\phi\,dx=1$, the right side of (\ref{eq:mode}) corresponds to multiplication by
\begin{equation}
 m(q)=1-\hat G(q)=\int\phi\left[1-\frac\kappa q\arctan\frac q\kappa\right]dx .
 \label{eq:m}
\end{equation}

The slowest mode depends on the distance $r$ from the axis alone, so its transform is $\hat n(q)=\int_0^1 n(r)J_0(qr)\,r\,dr$. Multiply (\ref{eq:mode}) by $n$, integrate over the cross-section and use Parseval's relation $\int n^2r\,dr=\int\hat n^2q\,dq$. As $G$ is symmetric, the lowest eigenvalue is
\begin{equation}
 g=\min_n\frac{\int_0^\infty m(q)\,\hat n^2\,q\,dq}{\int_0^\infty\hat n^2\,q\,dq} .
 \label{eq:min}
\end{equation}
No approximation for large $K$ has been made so far.

Now let $K\gg1$. The integrand of (\ref{eq:m}) is even in $x$, so take twice the half-line $x>0$. There $x=\sqrt{\ln(K/\kappa)}$, $|dx|=d\kappa/(2x\kappa)$ and $\phi=\kappa/(K\sqrt\pi)$. With $\kappa=qs$,
\begin{equation}
 m(q)=\frac{q}{K\sqrt\pi}\int_0^{K/q}
 \frac{1-s\arctan(1/s)}{\sqrt{\ln[K/(qs)]}}\,ds .
 \label{eq:log}
\end{equation}
The numerator is 1 at $s=0$ and falls as $1/(3s^2)$ at large $s$, so values of $s$ near 1 dominate. A mode that fills the cylinder has $q$ of order 1 as well. To leading order the logarithm may be replaced by $\ln K$ and the upper limit by infinity. The remaining integral follows from writing its integrand as an integral over $\mu$:
\begin{equation}
 \int_0^\infty\!\left[1-s\arctan\frac1s\right]ds
 =\int_0^1\!d\mu\int_0^\infty\!\frac{\mu^2\,ds}{s^2+\mu^2}
 =\int_0^1\frac{\pi\mu}{2}\,d\mu=\frac\pi4 .
\end{equation}
Hence
\begin{equation}
 m(q)\simeq\frac{\pi q}{4}\,\varepsilon,\qquad
 \varepsilon=\frac{1}{K\sqrt{\pi\ln K}},\qquad g\simeq C\varepsilon ,
 \label{eq:eps}
\end{equation}
where $C$ is the minimum of $(\pi/4)\int\hat n^2q^2dq\big/\int\hat n^2q\,dq$. Ordinary diffusion would give $m\propto q^2$. The linear dependence on $q$ reflects rare long flights in the line wings.

For the parabola $n=1-r^2$, integrate by parts with $rJ_0(qr)=\frac{d}{dr}[rJ_1(qr)/q]$. The boundary terms vanish, and $\frac{d}{dr}[r^2J_2(qr)]=q\,r^2J_1(qr)$ then gives
\begin{equation}
 \hat n=\frac2q\int_0^1r^2J_1(qr)\,dr=\frac{2J_2(q)}{q^2} .
\end{equation}
By Parseval the denominator of $C$ is
\begin{equation}
 \int_0^\infty\hat n^2q\,dq=\int_0^1(1-r^2)^2r\,dr=\frac16 .
\end{equation}
The numerator needs $\int J_2^2q^{-2}dq$. Neumann's formula $J_2^2(q)=\frac2\pi\int_0^{\pi/2}J_4(2q\cos\theta)\,d\theta$ and the substitution $t=2q\cos\theta$ reduce it to an integral over $J_4$. Applying $J_\nu/t=(J_{\nu-1}+J_{\nu+1})/(2\nu)$ twice, with $\int_0^\infty J_\nu\,dt=1$, gives
\begin{equation}
 \int_0^\infty\frac{J_4}{t^2}\,dt
 =\int_0^\infty\left[\frac{J_2+J_4}{48}+\frac{J_4+J_6}{80}\right]dt
 =\frac1{24}+\frac1{40}=\frac1{15} .
\end{equation}
Therefore
\begin{equation}
 \int_0^\infty\frac{J_2^2}{q^2}\,dq
 =\frac2\pi\cdot\frac1{15}\int_0^{\pi/2}2\cos\theta\,d\theta=\frac{4}{15\pi} ,
\end{equation}
and, since $\hat n^2q^2=4J_2^2/q^2$,
\begin{equation}
 C_{\rm parabola}=\frac\pi4\cdot\frac{4\cdot4/(15\pi)}{1/6}
 =\frac\pi4\cdot\frac{32}{5\pi}=\frac85=1.60 .
\end{equation}
This is the coefficient in (\ref{eq:holstein}). As a variational value it lies above the true minimum.

\subsection*{(b) The value at $K=1000$}

With $\ln1000=6.908$ and $\sqrt{6.908\,\pi}=4.658$,
\begin{equation}
 g=\frac{1.60}{1000\times4.658}=3.4\times10^{-4} .
\end{equation}
On average a photon is emitted about $1/g\approx2900$ times before it escapes from the slowest mode.

The size of $g$ can be understood from the line profile. The optical depth over one radius falls to 1 at $x=\sqrt{\ln K}=2.63$. The fraction of photons emitted beyond this detuning, on both sides of the line, is ${\rm erfc}(2.63)=2.0\times10^{-4}$, the same order as $g$.

Two approximations limit the accuracy. The first is the parabola. A better minimum is found numerically by expanding $n$ in ten functions $\sqrt{1-r^2}\,P_j^{(1/2,0)}(2r^2-1)$, where $P_j^{(1/2,0)}$ are Jacobi polynomials, and diagonalizing. This gives $C=1.576$, so the parabola is 1.5\% too high. The second is the replacement of the logarithm in (\ref{eq:log}). Using the full $m(q)$ of (\ref{eq:m}) at $K=1000$ in the same expansion gives
\begin{equation}
 g_{\rm full}=3.61\times10^{-4} ,
\end{equation}
or $1.682\,\varepsilon$. The logarithm thus raises the result by 6.8\% relative to the true leading-order value. The two errors partly cancel, and the full result is 5\% above Holstein's formula.

A simulation of photon flights in real space gives $3.65\times10^{-4}$. In it each photon receives a random detuning, direction and path length, and an escaped photon is replaced by a copy of a surviving one. With about 11\,800 escapes the counting noise is near 1\%, which is also the difference from $g_{\rm full}$.

The 5\% applies at $K=1000$. The full result lies 11\% above the formula at $K=100$ and 14\% above it at $K=30$, crosses it near $K=5$ and is 20\% below it at $K=3$. The formula fails at small depth. It diverges as $K\to1$, whereas (\ref{eq:m}) shows that $m\le1$, and hence $g\le1$, at any $K$.

\subsection*{(c) Particle and power balance in a wide column}

In atomic units the wavelength is $\lambda=2\pi c/E$ and the thermal speed is $v_0=\sqrt{2T/M}$, with $T$ the temperature as an energy and $M$ the atomic mass. The cross-section integrated over frequency is $(g_2/g_1)\lambda^2A/(8\pi)$. For a Doppler profile of width $v_0/\lambda$ in frequency, this integral equals $\sqrt\pi\,\sigma_0v_0/\lambda$. The peak cross-section is therefore
\begin{equation}
 \sigma_0=\frac{g_2}{g_1}\,\frac{A\lambda^3}{8\pi^{3/2}v_0} .
 \label{eq:sigma}
\end{equation}
The data give $\lambda=124.0$ nm and $v_0=4.08\times10^4$ cm/s, so
\begin{equation}
 \sigma_0=\frac{3\,(5\times10^6)(1.240\times10^{-5})^3}
 {44.55\,(4.08\times10^4)}\ {\rm cm^2}
 =1.57\times10^{-14}\ {\rm cm^2} .
\end{equation}
The condition $K=1000$ with $R=10$ cm means $k_0=100$ cm$^{-1}$. The gas density is $N=k_0/\sigma_0=6.35\times10^{15}$ cm$^{-3}$, which at 400 K is a pressure of 0.26 Torr.

Formula (\ref{eq:holstein}) gives the escape rate $gA=1.72\times10^3$ s$^{-1}$ and the trapped lifetime
\begin{equation}
 \tau=\frac1{gA}=582\ \mu{\rm s} ,
\end{equation}
against 0.2 $\mu$s for a free atom. The full equation gives 554 $\mu$s.

Let the excitation have the spatial shape of the slowest mode, and let $W$ be the power density spent on it. Each excitation costs $E$, so the steady state is
\begin{equation}
 0=\frac WE-gA\,n_2\quad\Rightarrow\quad n_2=\frac{W}{E\,gA} .
 \label{eq:balance}
\end{equation}
Here $W/E=6.24\times10^{12}$ cm$^{-3}$s$^{-1}$, and
\begin{equation}
 n_2=\frac{6.24\times10^{12}}{1.72\times10^{3}}\ {\rm cm^{-3}}
 =3.6\times10^{9}\ {\rm cm^{-3}} .
\end{equation}
Without trapping the density would be $1.2\times10^6$ cm$^{-3}$. At fixed $W$ the radiated power is the same in both cases, because in this model light is the sole loss. Trapping changes the number of excited atoms needed to carry that power. The excited fraction $n_2/N=6\times10^{-7}$ justifies the neglect of depletion.

\subsection*{What a real column changes}

The pressure and radius are roughly those of a wide, low-current glow-discharge column. A power density of order 10 $\mu$W/cm$^3$ warms the gas by only about 1 K, so the 400 K must be set by the wall or by outside heating. The line is weak: strong vacuum-ultraviolet resonance lines have $A$ of order $10^8$ s$^{-1}$. The estimates below use rough inputs.

\emph{Collisional and natural broadening.} These add Lorentz wings, through which photons escape more easily. Take a dephasing cross-section of $10^{-14}$ cm$^2$ and the mean relative speed $\sqrt2\,\bar v$, with $\bar v=2v_0/\sqrt\pi$. The dephasing rate is then $4.1\times10^6$ s$^{-1}$. Resonant dipole coupling between like atoms adds about $2\pi N\cdot\frac34A(\lambda/2\pi)^3=1.2\times10^6$ s$^{-1}$. The Lorentz width is $\Gamma=A+2(4.1+1.2)\times10^6$ s$^{-1}\approx1.6\times10^7$ s$^{-1}$, and the Voigt parameter is $a=\Gamma\lambda/(4\pi v_0)=3.8\times10^{-4}$. Solving (\ref{eq:min}) with the Voigt profile in both $\phi$ and $k$ gives $g=4.5\times10^{-4}$, which is 24\% above $g_{\rm full}$. Even so small an $a$ matters, because escape takes place in the wings. The figure assumes complete redistribution there. Collisions provide this only in part, since their share of $\Gamma$ is only about twice $A$, so the 24\% is a rough estimate. Redistribution is incomplete in the Doppler core too, because an atom keeps its velocity between absorption and emission unless a collision changes it. The 5\% found in (b) is therefore an error within the model, and a real gas can differ by a similar amount for this reason alone.

\emph{A strong line.} For $A=10^8$ s$^{-1}$ at the same $K$, wavelength and temperature, natural broadening alone gives $a=2.4\times10^{-3}$. The same calculation yields $g=8.9\times10^{-4}$, or 2.5 times $g_{\rm full}$. This figure rests on complete redistribution in the wings. Natural broadening without collisions does not provide that, so the figure shows the sensitivity to the wings and is no prediction.

\emph{Other losses.} At an electron density of $10^9$ cm$^{-3}$ and a quenching coefficient of $10^{-7}$ cm$^3$/s, electrons remove excited atoms at 100 s$^{-1}$, or 6\% of $gA$. The two rates are equal at $1.7\times10^{10}$ cm$^{-3}$. Beyond that density most of the excitation no longer leaves as light of this line, with the other inputs held fixed. Diffusion to the wall, with coefficient $D=\bar v/(3\sqrt2N\sigma)=171$ cm$^2$/s for $\sigma=10^{-14}$ cm$^2$, has the rate $D(2.405/R)^2=10$ s$^{-1}$ for a $J_0$ profile. The trapped mode is steeper at the wall, and solving trapping and diffusion together with an absorbing wall adds about 13 s$^{-1}$, still below 1\% of $gA$. This $D$ is rough, because an atom lives only about one collision time before it emits.

\section*{Variation 1: uniform excitation}

\emph{Electrons excite the gas at a uniform rate $S$ per unit volume. Find the effective escape factor $g_u=\int S\,dV\big/(A\int n\,dV)$ for $K\gg1$.}

Try $n=n_0\sqrt{1-r^2}$. Twice this profile, at $n_0=1$, is the projection of a unit ball onto a plane, so its transform follows from that of the ball: $\hat n=n_0\,j_1(q)/q$, where $j_1(q)=\sin q/q^2-\cos q/q$. Applying the multiplier (\ref{eq:eps}) and transforming back gives the net loss divided by $A$,
\begin{equation}
 \frac{\pi\varepsilon n_0}{4}\int_0^\infty q\,j_1(q)J_0(qr)\,dq
 =\frac{\pi\varepsilon n_0}{4}\int_0^\infty\!\left[\frac{\sin q}{q}-\cos q\right]J_0(qr)\,dq .
\end{equation}
With a convergence factor, $\int_0^\infty\cos(\alpha q)J_0(qr)\,dq$ equals $(r^2-\alpha^2)^{-1/2}$ for $\alpha<r$ and zero for $\alpha>r$. The cosine term has $\alpha=1>r$ and vanishes. The sine term is the integral over $\alpha$ from 0 to 1, which is $\int_0^r(r^2-\alpha^2)^{-1/2}d\alpha=\pi/2$. The loss is $\pi^2\varepsilon n_0/8$ at every $r<1$, so the trial density is the steady state for $S=A\pi^2\varepsilon n_0/8$. With $\int_0^1r\,dr=\frac12$ and $\int_0^1\sqrt{1-r^2}\,r\,dr=\frac13$,
\begin{equation}
 g_u=\frac{\frac12\cdot\pi^2\varepsilon/8}{1/3}=\frac{3\pi^2}{16}\,\varepsilon=1.85\,\varepsilon .
\end{equation}
This exceeds the slowest-mode value $1.576\,\varepsilon$, since a uniform source excites more atoms near the wall. At $K=1000$ the full equation gives $g_u=4.3\times10^{-4}$, or 20\% above $g_{\rm full}$. For uniform excitation at the same mean $W$, the mean $n_2$ is lower by the corresponding factor.

\section*{Variation 2: a hotter gas at fixed pressure}

\emph{The gas of part (c) warms from 400 K to 600 K at the same pressure and radius. By what factor does $g$ change?}

At fixed pressure $N\propto1/T$, and (\ref{eq:sigma}) gives $\sigma_0\propto1/v_0\propto T^{-1/2}$. Hence $K\propto T^{-3/2}$, and
\begin{equation}
 K=1000\left(\frac{400}{600}\right)^{3/2}=544,\qquad \ln K=6.30 .
\end{equation}
Formula (\ref{eq:holstein}) then gives
\begin{equation}
 \frac{g(600\,{\rm K})}{g(400\,{\rm K})}
 =\frac{1000}{544}\sqrt{\frac{6.91}{6.30}}=1.92 .
\end{equation}
The full Doppler equation gives 1.94. The error of the formula nearly cancels in the ratio. In the Doppler model the excited density at fixed $W$ thus falls by almost a factor of two. Lorentz wings weaken this dependence: with the broadening estimated above, scaled to 600 K, the ratio is about 1.7. Even so, in this example an uncertain gas temperature can matter more than the 5\% error of Holstein's formula.
